\section*{Threshold shift under bias stress from a flat distribution of capture barriers}

\section*{The problem}

A transistor with a silicon dioxide gate insulator is held at a fixed stress voltage and a fixed raised temperature. Defects in the oxide, close to the silicon, capture charge one by one, and the threshold voltage drifts. This is one contribution to bias temperature instability, and the only one treated here. The task is to find how the drift depends on stress time when the defects have a flat distribution of activation energies for capture, and to establish over which times a simple law holds.

The model is as follows. There are $N$ defects per unit area, all neutral at $t=0$, and each can capture one elementary charge. A defect with capture barrier $E$ has the capture time
\begin{equation}
\tau(E)=\tau_0\,e^{E/kT},
\label{arr}
\end{equation}
with the same prefactor $\tau_0$ for all. This is an idealization: a carrier must tunnel to the defect, and in silicon dioxide the tunnelling factor changes by roughly a decade for every $1.5$ to $2$ angstrom of depth, so a common $\tau_0$ requires defects at nearly the same depth. The barriers are spread uniformly from $E_{\min}$ to $E_{\max}$, with width $W=E_{\max}-E_{\min}$. The barriers are those under the stress voltage, and captured charge does not change the barriers of other defects. Write $\tau_{\min}=\tau(E_{\min})$ and $\tau_{\max}=\tau(E_{\max})$. From (\ref{arr}),
\begin{equation}
\ln\frac{\tau_{\max}}{\tau_{\min}}=\frac{W}{kT}.
\label{ratio}
\end{equation}

The algebra uses atomic units, $e=\hbar=m_e=4\pi\varepsilon_0=1$. Numbers are given in eV, angstrom and seconds. The drift is described by the energy $U=e|\Delta V_T|$, whose value in eV is the value of $|\Delta V_T|$ in volts.

\section*{(a) From trapped charge to threshold shift}

\textit{A sheet of $N$ positive elementary charges per unit area lies in an oxide of thickness $d$ and relative permittivity $\varepsilon_r$, at distance $x_s$ from the gate. Find the change of threshold voltage.}

\medskip
\textbf{Solution.} Put the gate at $x=0$ and the silicon surface at $x=d$. Threshold is defined by a given surface potential $\phi_s$ of the silicon. This fixes the charge in the silicon too, and hence the displacement $D_s$ entering it. Both are the same with and without the sheet.

In atomic units Gauss's law reads $dD/dx=4\pi\rho$, with $D=\varepsilon_r F$ and $F$ the electric field. Crossing the sheet towards the silicon raises $D$ by $4\pi N$, so
\begin{equation}
D=\begin{cases} D_s-4\pi N, & 0<x<x_s,\\ D_s, & x_s<x<d.\end{cases}
\end{equation}
Since $F=-d\phi/dx$, the gate potential at threshold is
\begin{equation}
\phi(0)=\phi_s+\int_0^d\frac{D}{\varepsilon_r}\,dx
=\phi_s+\frac{D_s d}{\varepsilon_r}-\frac{4\pi N x_s}{\varepsilon_r}.
\end{equation}
Only the last term is due to the sheet, so $\Delta V_T=-4\pi N x_s/\varepsilon_r$. Trapped electrons would reverse the sign and leave the magnitude unchanged. Charge next to the gate has no effect, because the gate screens it; charge next to the silicon has the largest effect. The defects are taken to lie at the silicon side, $x_s=d$. If all are charged,
\begin{equation}
U_{\max}=\frac{4\pi N d}{\varepsilon_r},
\label{umax}
\end{equation}
and if a fraction $P(t)$ is charged, $U(t)=U_{\max}P(t)$. The sheet is treated as laterally uniform. The charges are in fact separate, and the current can flow unevenly around them; this is neglected, so the result is an approximation even for a large device. A very small device holds few defects and drifts in steps.

\section*{(b) One defect}

\textit{A defect captures at rate $c=1/\tau$ when empty and emits at rate $r$ when charged. Find its mean occupancy $p(t)$ for $p(0)=0$.}

\medskip
\textbf{Solution.} Capture requires an empty defect and emission a charged one:
\begin{equation}
\frac{dp}{dt}=c(1-p)-rp=c-(c+r)p .
\end{equation}
Multiplying by $e^{(c+r)t}$ turns this into $\frac{d}{dt}\big[p\,e^{(c+r)t}\big]=c\,e^{(c+r)t}$. Integration from $0$ to $t$ gives
\begin{equation}
p(t)=\frac{c}{c+r}\left[1-e^{-(c+r)t}\right].
\label{pgen}
\end{equation}
Until part (g) emission during stress is neglected. With $r=0$,
\begin{equation}
p(t)=1-e^{-t/\tau}.
\label{p0}
\end{equation}

\section*{(c) The average over barriers}

\textit{Find $P(t)$ for the flat distribution at any time, in terms of the function}
\begin{equation}
\mathrm{Ein}(x)=\int_0^x\frac{1-e^{-u}}{u}\,du .
\end{equation}

\medskip
\textbf{Solution.} The density of barriers, normalized to one, is $g(E)=1/W$, so
\begin{equation}
P(t)=\frac1W\int_{E_{\min}}^{E_{\max}}\left[1-e^{-t/\tau(E)}\right]dE .
\end{equation}
Take $u=t/\tau(E)=(t/\tau_0)e^{-E/kT}$ as the new variable. Then $\ln u=\ln(t/\tau_0)-E/kT$, and $dE=-kT\,du/u$. The lower limit $E_{\min}$ becomes $x=t/\tau_{\min}$ and the upper limit becomes the smaller number $y=t/\tau_{\max}$. The minus sign exchanges the limits:
\begin{equation}
P(t)=\frac{kT}{W}\int_y^x\frac{1-e^{-u}}{u}\,du
=\frac{kT}{W}\left[\mathrm{Ein}(x)-\mathrm{Ein}(y)\right].
\label{exact}
\end{equation}
No approximation has been made beyond the model. The factor $1/u$ is the source of the logarithm: a flat density in $E$ is a flat density in $\ln\tau$, with equal numbers of defects in every decade of capture time.

\section*{(d) The slope in logarithmic time}

\textit{Find $dU/d\ln t$. In which interval is it within one per cent of its plateau value?}

\medskip
\textbf{Solution.} For any fixed $\tau$ the chain rule gives
\begin{equation}
t\frac{d}{dt}\mathrm{Ein}\!\left(\frac t\tau\right)
=\frac t\tau\,\frac{1-e^{-t/\tau}}{t/\tau}=1-e^{-t/\tau}.
\end{equation}
Applied to both terms of (\ref{exact}), this yields
\begin{equation}
\frac{dU}{d\ln t}=U_{\max}\frac{kT}{W}\left(e^{-t/\tau_{\max}}-e^{-t/\tau_{\min}}\right).
\label{slope}
\end{equation}
For $\tau_{\min}\ll t\ll\tau_{\max}$ the bracket is close to one, and $U$ is linear in $\ln t$ with slope $U_{\max}kT/W$. The law does not extend to the ends of the range. If $\tau_{\max}\gg\tau_{\min}$, the bracket is $1-e^{-1}\approx0.63$ at $t=\tau_{\min}$ and $e^{-1}\approx0.37$ at $t=\tau_{\max}$.

For a wide range of capture times, one exponential can be treated at a time. Near the lower end the bracket reaches $0.99$ when $e^{-t/\tau_{\min}}=0.01$; near the upper end it falls to $0.99$ when $e^{-t/\tau_{\max}}=0.99$. The interval is therefore
\begin{equation}
\tau_{\min}\ln100\;\le\;t\;\le\;-\tau_{\max}\ln0.99,
\label{window}
\end{equation}
or $4.6\,\tau_{\min}\le t\le0.01\,\tau_{\max}$. It loses $0.66$ decade at the bottom and $2.0$ decades at the top. The asymmetry comes from (\ref{p0}). A defect much faster than $t$ is still empty with the exponentially small probability $e^{-t/\tau}$, whereas a defect much slower than $t$ is already charged with probability about $t/\tau$, which fades slowly. The missing slow defects beyond $E_{\max}$ are thus felt early.

\section*{(e) The straight line and its error}

\textit{Find the intercept of the line, bound its error, and give the behaviour of $U$ at very short and very long times.}

\medskip
\textbf{Solution.} Split the integral for $\mathrm{Ein}(x)$ at $u=1$, and write $\int_1^x=\int_1^\infty-\int_x^\infty$ in the exponential part:
\begin{equation}
\mathrm{Ein}(x)=\ln x+C+\mathrm E_1(x),\qquad
\mathrm E_1(x)=\int_x^\infty\frac{e^{-u}}{u}\,du,
\label{einlog}
\end{equation}
\begin{equation}
C=\int_0^1\frac{1-e^{-u}}{u}\,du-\int_1^\infty\frac{e^{-u}}{u}\,du .
\end{equation}
Integrate both parts of $C$ by parts, with $1/u$ as the derivative of $\ln u$. The boundary terms vanish: at $u=1$ because $\ln1=0$, at $u\to0$ because $(1-e^{-u})\ln u\to0$, and at infinity because of the exponential. What remains is
\begin{equation}
C=-\int_0^1e^{-u}\ln u\,du-\int_1^\infty e^{-u}\ln u\,du
=-\int_0^\infty e^{-u}\ln u\,du=-\Gamma'(1)=\gamma,
\label{gam}
\end{equation}
where $\gamma=0.577$ is Euler's constant. Using (\ref{einlog}) for $\mathrm{Ein}(x)$ but not for $\mathrm{Ein}(y)$ gives
\begin{equation}
U(t)=U_{\max}\frac{kT}{W}\left[\ln\frac{t}{\tau_{\min}}+\gamma+\delta\right],
\qquad \delta=\mathrm E_1(x)-\mathrm{Ein}(y).
\label{line}
\end{equation}
The line is (\ref{line}) with $\delta=0$. In $\mathrm E_1(x)$ the factor $1/u$ is at most $1/x$, so $0<\mathrm E_1(x)<e^{-x}/x$. In $\mathrm{Ein}(y)$ the inequality $1-e^{-u}<u$ gives $0<\mathrm{Ein}(y)<y$. Hence
\begin{equation}
-\frac{t}{\tau_{\max}}<\delta<\frac{\tau_{\min}}{t}\,e^{-t/\tau_{\min}} .
\label{bound}
\end{equation}

For $t\ll\tau_{\min}$ both arguments are small and $\mathrm{Ein}(x)\approx x-x^2/4$. To first order
\begin{equation}
U\approx U_{\max}\frac{kT}{W}\left(\frac t{\tau_{\min}}-\frac t{\tau_{\max}}\right),
\label{early}
\end{equation}
which is linear in time itself. For $t\gg\tau_{\max}$ both terms in (\ref{exact}) are logarithmic, the constants cancel, and by (\ref{ratio}) $P\to(kT/W)\ln(\tau_{\max}/\tau_{\min})=1$. All defects are charged.

The line reaches zero at $t=\tau_{\min}e^{-\gamma}$. It reaches $U_{\max}$ when $\ln(t/\tau_{\min})+\gamma=W/kT$, that is at $t=\tau_{\max}e^{-\gamma}$. Outside these two times it is unphysical.

\section*{(f) The filling front, and what flatness does}

\textit{At a given time, low barriers are filled and high ones are not. Find the mean position and the width of the boundary between them. Then find the slope for a general density $g(E)$.}

\medskip
\textbf{Solution.} The occupancy $p=1-e^{-u}$ falls from one to zero as $E$ grows. Its rate of fall, $f=-\partial p/\partial E$, is a normalized distribution that describes the front. Since $\partial u/\partial E=-u/kT$,
\begin{equation}
f(E,t)=\frac{u\,e^{-u}}{kT},\qquad f\,|dE|=e^{-u}\,|du| .
\end{equation}
With $E=kT[\ln(t/\tau_0)-\ln u]$ and (\ref{gam}), the mean is
\begin{equation}
\bar E(t)=kT\int_0^\infty e^{-u}\left[\ln\frac t{\tau_0}-\ln u\right]du
=kT\left[\ln\frac t{\tau_0}+\gamma\right].
\label{mean}
\end{equation}
The variance is $(kT)^2$ times that of $\ln u$, which is $\Gamma''(1)-\Gamma'(1)^2=\pi^2/6$. The standard deviation is therefore $\pi kT/\sqrt6\approx1.28\,kT$, the same at all times.

The front keeps its shape and climbs by $kT\ln10$ per decade of time. This explains $\gamma$: if all barriers below $\bar E$ were filled and all above empty, the charged fraction would be $(\bar E-E_{\min})/W=(kT/W)[\ln(t/\tau_{\min})+\gamma]$, which is the line.

For a general density, $P=\int g\,p\,dE$. From $\partial u/\partial\ln t=u$ follows $\partial p/\partial\ln t=u\,e^{-u}=kT f$, so
\begin{equation}
\frac{dU}{d\ln t}=U_{\max}\,kT\int g(E)\,f(E,t)\,dE .
\label{general}
\end{equation}
The slope measures the density of barriers at the front, smoothed over the front, whose full width at half maximum is about $2.4\,kT$. A flat density gives a constant slope as long as the whole front lies inside it. If $g$ is linear in $E$ across the front, the integral is $g(\bar E)$, and the slope changes as the front moves. Within the model, a straight line in $\ln t$ thus points to a density that is flat after this smoothing; structure on the scale of $kT$ or finer is averaged away, and even discrete levels spaced by $kT$ give a slope constant to better than $0.1\%$. In a real device the line shows only that the density is flat in $\ln\tau$. A single barrier with a uniform spread of tunnelling depths, small against the oxide thickness, also gives a line, with a slope that does not depend on temperature.

Two consequences concern the use of such data. First, by (\ref{umax}) the slope on the plateau is $4\pi(N/W)\,d\,kT/\varepsilon_r$. It contains the number of defects per unit energy, $N/W$, and not $N$ and $W$ separately. The straight part therefore tells neither the final shift nor the time at which growth stops. Second, the slope is proportional to $T$ if $N/W$ does not depend on temperature and emission is negligible; $\tau_0$ enters only the intercept and the window, which for fixed $\tau_0$ moves to longer times on cooling, as (\ref{arr}) requires. If instead each defect emits at a rate $r=Kc$, (\ref{pgen}) shows that the line persists with its slope divided by $1+K$, and a temperature-dependent $K$ breaks the proportionality to $T$.

\section*{(g) When emission matters}

\textit{Let all defects emit at the same rate $r=1/\tau_e$ during stress. How do the slope and the final shift change?}

\medskip
\textbf{Solution.} Differentiating (\ref{pgen}) gives
\begin{equation}
\frac{\partial p}{\partial t}=c\,e^{-(c+r)t}=e^{-rt}\,\left(c\,e^{-ct}\right).
\end{equation}
The last bracket is the result without emission. The factor $e^{-rt}$ is common to all defects and leaves the average, so the slope (\ref{slope}) is multiplied by $e^{-t/\tau_e}$ at every time. Neglecting emission is justified for $t\ll\tau_e$, even for slow defects with $c<r$: at such times few captured charges have had time to leave.

At long times $p\to c/(c+r)$. With $dE=-kT\,dc/c$,
\begin{equation}
P(\infty)=\frac{kT}{W}\int_{1/\tau_{\max}}^{1/\tau_{\min}}\frac{dc}{c+r}
=\frac{kT}{W}\ln\frac{1/\tau_{\min}+1/\tau_e}{1/\tau_{\max}+1/\tau_e}.
\label{plateau}
\end{equation}
For $\tau_{\min}\ll\tau_e\ll\tau_{\max}$ this is close to $(kT/W)\ln(\tau_e/\tau_{\min})$: the emission time takes over the role of the upper limit. A saturating shift is thus no proof that all defects are charged.

\section*{(h) A numerical case}

\textit{Take the round model values $N=10^{-4}$ per square angstrom, $d=20$ angstrom, $\varepsilon_r=3.9$, $E_{\min}=0.60$ eV, $E_{\max}=1.40$ eV, $\tau_0=10^{-13}$ s and $T=400$ K. Evaluate the results and compare the line with the full average.}

\medskip
\textbf{Solution.} Here $kT=0.03447$ eV and $kT/W=0.0431$. Equation (\ref{arr}) gives $\tau_{\min}=3.63\times10^{-6}$ s and $\tau_{\max}=4.36\times10^4$ s, which are $10.08$ decades apart. In (\ref{umax}), $4\pi Nd/\varepsilon_r=6.44\times10^{-3}$ per angstrom; one hartree times one bohr is $14.40$ eV angstrom, so $U_{\max}=0.0928$ eV. The slope per decade is
\begin{equation}
U_{\max}\frac{kT}{W}\ln10=0.0928\times0.0431\times2.303\ \text{eV}=0.0092\ \text{eV},
\end{equation}
or $3.4\times10^{-4}$ hartree. The one-per-cent window (\ref{window}) runs from $1.67\times10^{-5}$ s to $438$ s, which is $7.42$ of the $10.08$ decades. This width relies on the common $\tau_0$: a uniform spread of depths of $5$ angstrom, at one decade of $\tau_0$ per $1.8$ angstrom, would cut it to just under six decades.

The table compares the average over barriers, computed by Gauss--Legendre quadrature of (\ref{p0}), with the line.
\begin{center}
\begin{tabular}{ccc}
$t$ (s) & $U$ (eV) & line (eV)\\
\hline
$10^{-6}$ & 0.00103 & $-0.00284$\\
$10^{-5}$ & 0.00643 & 0.00636\\
$10^{-3}$ & 0.02477 & 0.02477\\
$1$ & 0.05239 & 0.05239\\
$10^{3}$ & 0.07992 & 0.08001\\
$10^{5}$ & 0.09266 & 0.09842\\
$10^{7}$ & 0.09280 & 0.11684
\end{tabular}
\end{center}
At $10^{-6}$ s, below $\tau_{\min}$, the line is negative, while the early law (\ref{early}) gives $0.0011$ eV, about $7\%$ above the full value, as the term $-x^2/4$ with $x=0.28$ leads one to expect. At $10^3$ s the line is too high by $0.00009$ eV. The bound (\ref{bound}) allows $U_{\max}(kT/W)\,t/\tau_{\max}=0.0040\times0.023$ eV, which is also $0.00009$ eV at this precision. Well beyond $\tau_{\max}$ the line goes on rising although almost no empty defects are left; at $10^7$ s it overestimates the shift by $26\%$ of the true value.

At $1$ s the front (\ref{mean}) stands at $1.052$ eV with a standard deviation of $0.044$ eV, well inside the range. The sharp-front estimate is $0.0928\times(1.052-0.60)/0.80=0.0524$ eV, as in the table.

Three variations show what the slope depends on; the slopes come from central differences of the quadrature in $\ln t$. At $300$ K the slope at $1$ s is $0.0069$ eV per decade, three quarters of the value at $400$ K. At $400$ K with the rising density $g=2(E-E_{\min})/W^2$, the slope grows from $0.0067$ eV per decade at $0.01$ s to $0.0104$ at $1$ s. Equation (\ref{general}) accounts for the latter: $Wg(\bar E)=2\times0.452/0.80=1.13$, and $1.13\times0.0092$ eV is $0.0104$ eV. The drift is then curved in $\ln t$. Finally, with the flat density and $\tau_e=100$ s, the slope at $100$ s is down to $0.37$ of its value without emission, and the shift levels off at $0.0685$ eV, $74\%$ of $U_{\max}$, as (\ref{plateau}) gives.
